\section*{Mean temperature rise of a current-heated line with cold via ends}

A straight metal line in an interconnect stack carries a steady current of density $j$. It occupies $-a<x<a$, so its length is $2a$. Its cross-section is $A$, its thermal conductivity $k$ and its resistivity $\rho$. The dielectric around it passes heat to a substrate at temperature $T_0$. At each end a via leads down to metal that is also at $T_0$.

Write $\theta(x)=T(x)-T_0$ for the temperature rise. Until a part says otherwise, assume the following.
\begin{itemize}
\item The temperature is uniform over the metal cross-section, and $k$ and $\rho$ are constant.
\item Each piece $dx$ of the line loses heat $g\,\theta\,dx$ per unit time through the dielectric. The coefficient $g$, in W/(m\,K), is the same all along the line.
\item The vias are perfect thermal contacts, so $\theta(\pm a)=0$.
\end{itemize}

\section*{(a) Heat balance}
\textit{Find the equation for $\theta(x)$ in the steady state, the rise far from any end of a very long line, and the length over which an end makes itself felt.}

\textbf{Solution.} The Joule heat per unit volume is $j^2\rho$, so the heat per unit length is $p=j^2\rho A$. The heat flowing along the metal in the $+x$ direction is $Q(x)=-kA\,\theta'(x)$. In the steady state, what enters and is generated in a slice equals what leaves it:
\begin{equation}
Q(x)+p\,dx=Q(x+dx)+g\,\theta\,dx .
\end{equation}
Hence $Q'=p-g\theta$, and inserting $Q=-kA\theta'$ gives
\begin{equation}
kA\,\theta''-g\,\theta+p=0 .
\label{eq:balance}
\end{equation}
Far from the ends nothing depends on $x$, so $\theta''=0$ and the rise is
\begin{equation}
\theta_\infty=\frac{p}{g}.
\end{equation}
Dividing (\ref{eq:balance}) by $g$ gives
\begin{equation}
\lambda^2\theta''-\theta+\theta_\infty=0,\qquad \lambda=\sqrt{\frac{kA}{g}} .
\end{equation}
The deviation $\theta-\theta_\infty$ obeys $\lambda^2(\theta-\theta_\infty)''=\theta-\theta_\infty$, whose solutions are $e^{\pm x/\lambda}$. A disturbance at an end therefore dies out over the healing length $\lambda$. It is long when the metal conducts well and the dielectric poorly.

\section*{(b) Temperature profile}
\textit{Solve for $\theta(x)$ in the finite line and find its highest value. Use $u=a/\lambda$.}

\textbf{Solution.} The general solution is
\begin{equation}
\theta=\theta_\infty+B\cosh\frac{x}{\lambda}+D\sinh\frac{x}{\lambda}.
\end{equation}
Subtracting the two end conditions gives $2D\sinh u=0$, so $D=0$. Either condition then gives $B=-\theta_\infty/\cosh u$, and
\begin{equation}
\theta(x)=\theta_\infty\left[1-\frac{\cosh(x/\lambda)}{\cosh u}\right].
\label{eq:profile}
\end{equation}
Since $\cosh(x/\lambda)$ is smallest at $x=0$, the hottest point is the middle, where
\begin{equation}
\theta(0)=\theta_\infty\left(1-\frac{1}{\cosh u}\right).
\end{equation}

\section*{(c) Mean rise}
\textit{A line can serve as its own thermometer: its resistance is measured and compared with the value at $T_0$. Which temperature does this give, if the local resistivity is $\rho(1+\beta\theta)$? Find that temperature for the profile of part (b).}

\textbf{Solution.} The resistance is the integral of resistivity over area, so its relative increase is
\begin{equation}
\frac{\Delta R_{\rm line}}{R_{\rm line}}=\frac{1}{2a}\int_{-a}^{a}\beta\,\theta\,dx=\beta\,\bar\theta .
\end{equation}
The measurement gives the mean rise $\bar\theta$. (The effect of $\beta$ on the heating itself is left to part (h).) With $\int_{-a}^{a}\cosh(x/\lambda)\,dx=2\lambda\sinh u$, the profile (\ref{eq:profile}) gives
\begin{equation}
\bar\theta=\theta_\infty\left[1-\frac{2\lambda\sinh u}{2a\cosh u}\right]
=\theta_\infty F(u),\qquad F(u)=1-\frac{\tanh u}{u}.
\label{eq:mean}
\end{equation}
The long-line value is multiplied by $F$; the fraction by which it is reduced is $\tanh(u)/u$.

\section*{(d) Where the heat goes}
\textit{What fraction of the Joule heat leaves through the vias?}

\textbf{Solution.} From (\ref{eq:profile}), $\theta'(a)=-(\theta_\infty/\lambda)\tanh u$. By symmetry the two ends together carry
\begin{equation}
2kA\,|\theta'(a)|=\frac{2kA\,\theta_\infty}{\lambda}\tanh u=2g\lambda\,\theta_\infty\tanh u=2p\lambda\tanh u ,
\end{equation}
where $kA=g\lambda^2$ and $g\theta_\infty=p$ were used. Dividing by the total heat $2ap$ gives the fraction $\tanh(u)/u$. The dielectric takes $g\cdot2a\bar\theta=2ap\,F(u)$, which is the remaining fraction $F$. The mean rise is thus lowered by just the share of heat that bypasses the dielectric.

\section*{(e) Short and long lines}
\textit{Find $\bar\theta$ for $u\ll1$ and for $u\gg1$. Does a dielectric of lower thermal conductivity matter in each case?}

\textbf{Solution.} For small $u$, $\tanh u=u-u^3/3+2u^5/15-\dots$, so
\begin{equation}
F=\frac{u^2}{3}-\frac{2u^4}{15}+\dots=\frac{u^2}{3}\left(1-\frac{2u^2}{5}+\dots\right).
\end{equation}
With $u^2=a^2g/(kA)$ the leading term gives
\begin{equation}
\bar\theta\to\frac{p}{g}\,\frac{a^2g}{3kA}=\frac{p\,a^2}{3kA}=\frac{j^2\rho\,a^2}{3k}.
\label{eq:short}
\end{equation}
The loss coefficient has cancelled: nearly all heat leaves through the vias, and the dielectric hardly matters. The bracket shows that this needs $2u^2/5\ll1$.

For large $u$, $\tanh u\to1$ and
\begin{equation}
\bar\theta\to\theta_\infty\left(1-\frac1u\right).
\end{equation}
Here $\theta_\infty=p/g$ rises in inverse proportion to $g$, so the dielectric matters fully. The middle of the line approaches $\theta_\infty$ exponentially, since $1/\cosh u\approx2e^{-u}$, but the mean does so only as $1/u$. Each end keeps a cool region of length about $\lambda$ however long the line is. A reduction of 5\,\% requires $u=20$, a line $40\lambda$ long.

\section*{(f) A copper line in a low-k dielectric}
\textit{An isolated copper line is 100 nm wide, 200 nm thick and 10 $\mu$m long. It lies in a carbon-doped oxide of conductivity 0.30 W/(m\,K), with 400 nm of it below the line and 200 nm above. The substrate surface is at $T_0=378$ K and no heat leaves through the top. Take $\rho=3.0\ \mu\Omega\,$cm and $j=10$ MA/cm$^2$. Find the mean rise. How wrong would an electromigration estimate be if it used $\theta_\infty$ instead?}

\textbf{Solution.} The Wiedemann--Franz law, with Lorenz number $L_0=2.443\times10^{-8}$ W\,$\Omega$/K$^2$, gives the metal's conductivity:
\begin{equation}
k=\frac{L_0T_0}{\rho}=\frac{2.443\times10^{-8}\times378}{3.0\times10^{-8}}=308\ \text{W/(m\,K)} .
\end{equation}
The Lorenz number of bulk copper at this temperature is about 4\,\% below $L_0$; using it would lower $k$ by as much and raise the mean rise found below by about 2\,\%. With $A=2.0\times10^{-14}$ m$^2$ the value above makes $kA=6.16\times10^{-12}$ W\,m/K. The heating is
\begin{equation}
p=(10^{11})^2\times3.0\times10^{-8}\times2.0\times10^{-14}=6.0\ \text{W/m}.
\end{equation}
The loss coefficient is the dielectric conductivity times a shape factor that depends on the geometry of the cross-section alone. Solving Laplace's equation numerically there, with the line and the substrate each at a uniform temperature, gives a shape factor of 2.23. Thus $g=0.30\times2.23=0.669$ W/(m\,K), and
\begin{align}
\lambda&=\sqrt{\frac{6.16\times10^{-12}}{0.669}}\ \text{m}=3.03\ \mu\text{m}, &
u&=\frac{5.0}{3.03}=1.65,\\
\theta_\infty&=\frac{6.0}{0.669}=8.97\ \text{K}, &
F&=1-\frac{0.929}{1.65}=0.437 .
\end{align}
The mean rise is $\bar\theta=0.437\times8.97=3.92$ K, and the peak is 5.64 K. The vias carry 56\,\% of the heat. A direct numerical solution of the heat balance, with the half-line cut into 2000 slices, also gives 3.92 K. The short-line formula (\ref{eq:short}) would give 8.12 K, about twice as much, because $2u^2/5$ is not small here.

With the cross-section and current density held fixed, the length enters as follows.
\begin{center}
\begin{tabular}{rccc}
length ($\mu$m) & $u$ & $F$ & $\bar\theta$ (K)\\
2 & 0.33 & 0.035 & 0.31\\
10 & 1.65 & 0.437 & 3.92\\
50 & 8.24 & 0.879 & 7.88\\
100 & 16.5 & 0.939 & 8.43
\end{tabular}
\end{center}
The reduction falls to 5\,\% at a length of 121 $\mu$m.

Electromigration is thermally activated. For an activation energy $E_a=0.90$ eV, and with all else held fixed, the Arrhenius factors at the two temperatures have the ratio
\begin{equation}
\exp\left[\frac{E_a}{k_B}\left(\frac{1}{T_0+\bar\theta}-\frac{1}{T_0+\theta_\infty}\right)\right]=1.43 .
\end{equation}
Using the long-line temperature overstates the rate factor at the mean temperature by 43\,\%. Damage at a particular place depends on the local temperature, which is lower near the vias and higher in the middle. At a perfect via, at $T_0$, the same ratio is 1.90, and in the middle it is 1.26. In lines that end on vias, voids usually form at a via, so the error there is larger than 43\,\%.

\section*{(g) Real vias}
\textit{Let each via have thermal resistance $R$ between the line end and metal at $T_0$. Its own Joule heat, with no heat arriving from the line, would raise its top by $\delta$. Find the new mean rise, and find $\delta$ if the via materials obey the Wiedemann--Franz law. Evaluate both for a via of area $0.020\ \mu$m$^2$, with 200 nm of copper on a 3 nm liner of resistivity 200 $\mu\Omega\,$cm.}

\textbf{Solution.} Heat conduction in the via is linear, so the two causes of its temperature rise add: $\theta(a)=\delta+R\,Q(a)$. The profile is still symmetric, so write $\theta=\theta_\infty[1-C\cosh(x/\lambda)]$. Then $Q(a)=kA\,\theta_\infty C\sinh(u)/\lambda$. With $r=RkA/\lambda$ the end condition reads
\begin{equation}
\theta_\infty(1-C\cosh u)=\delta+r\,\theta_\infty C\sinh u
\;\Rightarrow\;
C=\frac{1-\delta/\theta_\infty}{\cosh u+r\sinh u}.
\end{equation}
The mean is $\theta_\infty(1-C\sinh u/u)$. Dividing numerator and denominator by $\cosh u$,
\begin{equation}
\bar\theta=\theta_\infty\left[1-\left(1-\frac{\delta}{\theta_\infty}\right)\frac{\tanh u}{u\,(1+r\tanh u)}\right].
\label{eq:via}
\end{equation}
For $R=0$ and $\delta=0$ this returns (\ref{eq:mean}).

To find $\delta$, go down the via from its top, neglecting loss through its sides. Let $R_e$ be the electrical resistance passed so far, $R_v$ that of the whole via and $I$ the current. The heat flowing down at that point is $I^2R_e$. A slice $dz$ of area $A_v$ has thermal resistance $dz/(kA_v)=\rho\,dz/(L_0T_0A_v)=dR_e/(L_0T_0)$. Adding the temperature drops,
\begin{equation}
\delta=\int_0^{R_v}\frac{I^2R_e\,dR_e}{L_0T_0}=\frac{(IR_v)^2}{2L_0T_0}=\frac{V^2}{2L_0T_0},
\end{equation}
with $V$ the voltage across the via. The order of the materials does not matter.

The current is $I=jA=2.0$ mA and the voltage is $V=1.20$ mV, so $R_v=0.60\ \Omega$; copper and liner contribute equally. Then $R=R_v/(L_0T_0)=6.5\times10^4$ K/W, $r=0.132$ and $\delta=0.078$ K. Equation (\ref{eq:via}) gives
\begin{equation}
\bar\theta=8.97\left[1-\left(1-\frac{0.078}{8.97}\right)\frac{0.563}{1+0.132\times0.929}\right]=4.51\ \text{K},
\end{equation}
which is 15\,\% above the result for perfect contacts. This is an estimate: in so resistive a liner lattice vibrations also carry heat, which lowers $R$ and $\delta$, while thermal resistance at the interfaces, left out here, raises them. The vias matter more in shorter lines: for the 2 $\mu$m line in the table of part (f), equation (\ref{eq:via}) gives 0.73 K instead of 0.31 K. The bend where heat turns from the line into the via is also left out. Counted as about 0.56 squares of copper, it changes the 15\,\% to about 19\,\% if the via landing lies outside the length $2a$ and to about 12\,\% if it lies inside; for the 2 $\mu$m line the 0.73 K becomes about 0.87 K or 0.63 K.

\section*{(h) Other limits of the model}
\textit{Return to perfect vias. Find the effect of a resistivity $\rho(1+\beta\theta)$ at fixed current, with $\beta=0.0030$ K$^{-1}$. Then judge the other assumptions.}

\textbf{Solution.} The heating becomes $p(1+\beta\theta)$, and (\ref{eq:balance}) turns into
\begin{equation}
kA\,\theta''-(g-p\beta)\,\theta+p=0 .
\end{equation}
This is the old equation with $g$ replaced by $g(1-s)$, where $s=\beta p/g=\beta\theta_\infty$. For $s<1$, therefore, $\theta_\infty\to\theta_\infty/(1-s)$ and $u\to u\sqrt{1-s}$:
\begin{equation}
\bar\theta=\frac{\theta_\infty}{1-s}\,F\!\left(u\sqrt{1-s}\right).
\end{equation}
Here $s=0.027$ and $\bar\theta=3.97$ K, an increase of 1.4\,\%. Together with the real vias of part (g), the mean becomes 4.57 K, 17\,\% above the simple result. The value of $\beta$ used here is close to that of bulk copper. In a narrow line, extra scattering raises the resistivity but hardly its slope with temperature, so $\beta$ is smaller and the feedback weaker. When $s$ reaches 1 an infinitely long line no longer has a steady state, since extra heating then keeps pace with extra loss. A finite line still has one at $s=1$, because its ends remain cold, but it too loses its steady state when $u\sqrt{s-1}$ reaches $\pi/2$.

\textit{Uniform cross-section and constant $k$.} Away from the ends, the heat $g\theta$ leaving each unit length crosses the metal with a temperature difference of order $g\theta/k$. Here $g/k=0.002$, so the temperature is uniform over the metal to a fraction of a percent of the rise. By the Wiedemann--Franz law $k$ is proportional to temperature over resistivity, so it changes by the factor $(1+\theta/T_0)/(1+\beta\theta)$. Since $1/T_0=0.0026$ K$^{-1}$ is close to $\beta$, the two changes nearly cancel: even at the peak rise $k$ changes by only about 0.2\,\%.

\textit{Heat flow along the dielectric.} The loss $g\theta$ treats each cross-section separately. The true steady state maximizes $2\int p\,\theta\,dx-E$, where $E$ is the integral of conductivity times squared temperature gradient over metal and dielectric. The maximum equals $2ap\,\bar\theta$. Dropping the axial gradients in the dielectric can only lower $E$, and so raise the maximum; the local-loss result is thus an upper bound as long as the metal temperature is taken as uniform over the cross-section. Lifting that restriction raises the mean here by only about 0.01\,\%. A lower bound follows from holding the dielectric at $T_0$ on the planes $x=\pm a$, which cools the line further. Evaluated numerically, it lies 0.6\,\% below 3.92 K.

\textit{Substrate.} If all the line's heat entered the silicon through a strip 0.8 $\mu$m wide and 10 $\mu$m long, the silicon surface at the centre would warm by about 0.07 K, taking 110 W/(m\,K) for silicon. That is 2\,\% of the mean rise.

\textit{Ends that are not at $T_0$.} If the metal below both vias is warmer by $\theta_e$, the profile gains the term $\theta_e\cosh(x/\lambda)/\cosh u$, which solves (\ref{eq:balance}) without its source. Its mean is $\theta_e\tanh(u)/u$. In the example each kelvin at the ends adds 0.56 K to the mean.

\textit{The real case.} The material values and dimensions above are rough typical ones for a copper line in a low-k dielectric. The current density was chosen high enough to give a clear temperature rise. With the other parameters fixed the rise scales as $j^2$, so at 1 MA/cm$^2$ it would be about 0.04 K. Of the effects given a size here for the stated geometry, the via resistance is the largest. The metal below a via is often itself a current-carrying line, and $\theta_e$ may then matter as much. Neighbouring lines also break the assumption of isolation: heated ones warm the line, while idle ones can help to spread its heat. Their effect has not been calculated. The remaining computed values are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
line width, thickness: 100, 200 nm
dielectric below, above: 400, 200 nm
line length: 10.0 um; half-length: 5.0 um
dielectric conductivity: 0.30 W/(m K)
sink temperature T0: 378 K
copper resistivity at T0: 3.00 uohm cm
current density: 10.0 MA/cm2; current: 2.00 mA
current density times length: 10000 A/cm
Lorenz number: 2.4430e-08 W ohm/K2
copper thermal conductivity: 307.8 W/(m K)
metal cross-section: 0.0200 um2
axial conductance times length kA: 6.1564e-12 W m/K
Joule heat per length: 6.000 W/m
shape factor, 10 nm and 5 nm cells: 2.2238, 2.2273
shape factor, two extrapolations: 2.2295, 2.2296
loss per length g: 0.6689 W/(m K)
healing length: 3.034 um
u: 1.6481; tanh(u): 0.9286
via heat fraction tanh(u)/u: 0.5634
factor F: 0.4366
long-line rise: 8.970 K
mean rise: 3.916 K; peak rise: 5.642 K
mean rise, slice balance: 3.916 K
mean rise with no dielectric loss: 8.122 K
relative resistance increase at mean rise: 1.175 %
length (um), u, F, mean rise (K):
     2    0.3296  0.0347  0.311
     5    0.8240  0.1781  1.598
    10    1.6481  0.4366  3.916
    20    3.2961  0.6974  6.256
    50    8.2404  0.8786  7.882
   100   16.4807  0.9393  8.426
length for a 5 % reduction: 121.4 um (u = 20.00)
activation energy: 0.90 eV
Arrhenius rate ratio, long-line to mean temperature: 1.429
Neglected effects, change of the mean rise:
via: area 0.020 um2, height 200 nm
via liner: 3 nm, 200 uohm cm
via thermal resistance R: 6.497e+04 K/W; r: 0.1318
via voltage: 1.200 mV; self-heating delta: 0.0780 K
real vias: mean 4.507 K, change +15.1 %
temperature coefficient: 0.0030 1/K; s: 0.0269
resistivity feedback: mean 3.971 K, change +1.40 %
vias and feedback together: mean 4.574 K, change +16.8 %
axial dielectric flow, lower bound: 3.894 K, -0.57 %
silicon conductivity: 110 W/(m K)
silicon surface rise, estimate: 0.073 K, 1.9 % of mean
loss over metal conductivity g/k: 2.17e-03
\end{verbatim}
